# The linear Landau coefficient fails the third law at absolute zero

Consider a uniaxial ferroelectric in a single-domain state, with electrodes that hold the field at a chosen value (zero when short-circuited) and constant stress. Let \(P\) be the polarization along the polar axis, \(E\) the field along the same axis and \(T\) the absolute temperature. The part of the free energy density that depends on polarization is

\[
f(P,T,E)=\tfrac12 a(T)P^2+\tfrac14 bP^4+\tfrac16 cP^6-EP ,
\]

with \(b\) and \(c\) independent of temperature. A part \(g_0(T)\), independent of \(P\) and \(E\), is added to it. The equilibrium polarization minimizes \(f\), and \(G(T,E)\) is the total free energy density at that minimum. At zero field the equilibrium value is \(P_s\), taken positive. The pyroelectric coefficient is \(p=(\partial P/\partial T)_E\), negative when polarization falls on heating. A prime denotes \(d/dT\), and \(k\) is Boltzmann's constant.

## The belief and its appeal

The belief is that

\[
a(T)=a_0(T-T_c),\qquad a_0>0,
\]

may be used at every temperature below the transition, down to \(T=0\). There are good reasons to like it. Above \(T_c\) it gives the Curie–Weiss susceptibility \(1/[a_0(T-T_c)]\). Near \(T_c\) it is the first term of a Taylor expansion. Far below \(T_c\) nothing visibly breaks. For \(b>0\), \(c=0\) and \(E=0\), the condition \(aP+bP^3=0\) gives

\[
P_s^2=\frac{a_0(T_c-T)}{b},
\]

which stays finite at absolute zero. The fault appears in the slope of \(P_s\), not in its value.

## What the third law demands

At equilibrium \(dG=-S\,dT-P\,dE\), where \(S\) is the entropy density. Equality of the mixed second derivatives of \(G\) gives

\[
\left(\frac{\partial P}{\partial T}\right)_E=\left(\frac{\partial S}{\partial E}\right)_T .
\]

The third law says that the entropy difference between equilibrium states at different fields vanishes as \(T\to0\). The right-hand side then vanishes, so \(p\to0\) at every fixed field.

Now compute \(p\) from the Landau energy. The minimum obeys \(aP+bP^3+cP^5=E\). Differentiating with respect to \(T\) at fixed \(E\),

\[
a'P+(a+3bP^2+5cP^4)\,p=0 .
\]

The bracket is \(\partial E/\partial P=1/\chi\), the inverse differential susceptibility, positive at a stable minimum. Hence

\[
p=-a'P\chi .
\]

If \(P\) and \(\chi\) are finite and nonzero at \(T=0\), the third law requires \(a'\to0\). The linear law has \(a'=a_0\) and fails. For the quartic case \(a=-bP_s^2\), so \(1/\chi=2bP_s^2\) and

\[
p=-\frac{a_0}{2bP_s},\qquad
p(0)=-\frac12\sqrt{\frac{a_0}{bT_c}} .
\]

A sixth-order term does not help, nor does a first-order transition with \(b<0\) and \(c>0\): both change \(P\) and \(\chi\) but leave the factor \(a'\). (In the first-order case \(T_c\) in the linear law is the Curie–Weiss temperature; the transition lies above it, where \(a=3b^2/(16c)\).)

Could temperature-dependent \(b\) and \(c\) cancel the fault? The same differentiation would then give \(p=-(a'+b'P^2+c'P^4)P\chi\). Varying the field sweeps \(P\) through an interval, and a polynomial in \(P^2\) that vanishes on an interval has all its coefficients zero. So \(a'\) must vanish at \(T=0\) in that case too.

A paraelectric that never orders gives a second case. Let \(a=a_0(T+T_1)\) with \(T_1>0\). At zero field \(P=0\), so \(p=0\) by symmetry and the fault is hidden. In a weak field \(P=E/a\) and \(\chi=1/a\), so at absolute zero

\[
p(0)=-a_0\frac{E}{(a_0T_1)^2}=-\frac{E}{a_0T_1^2}\neq0 .
\]

A quantum critical point, \(T_c=0\) with \(b>0\) and \(c=0\), is no exception. There \(\chi\) diverges as \(T\to0\) only at zero field, where \(P=0\). In a field \(bP^3=E\) and \(\chi=1/(3bP^2)\) at \(T=0\), so the linear law gives \(p(0)=-a_0/(3bP)\neq0\).

## Where the linear law comes from

A simple lattice model shows one possible origin of the law, and a cure. Let there be \(n\) harmonic modes per unit volume, whose frequency is raised by polarization:

\[
\omega^2=\omega_0^2(1+\gamma P^2),\qquad \gamma>0 .
\]

Define \(\theta=\hbar\omega_0/(2k)\) and \(s=\sqrt{1+\gamma P^2}\). The free energy density of the modes is

\[
F=nkT\ln\!\left[2\sinh\frac{\theta s}{T}\right].
\]

Since \(ds/d(P^2)=\gamma/(2s)\),

\[
\frac{dF}{d(P^2)}=nkT\,\coth\!\left(\frac{\theta s}{T}\right)\frac{\theta}{T}\,\frac{\gamma}{2s}
\;\xrightarrow{P\to0}\;\tfrac12 nk\gamma\,\theta\coth\frac{\theta}{T}.
\]

This multiplies \(P^2\), so the modes contribute \(a_0\tau(T)\) to \(a\), with

\[
a_0=nk\gamma,\qquad \tau(T)=\theta\coth\frac{\theta}{T}.
\]

The quantity \(k\tau=\tfrac12\hbar\omega_0\coth(\hbar\omega_0/2kT)\) is the mean energy of one mode, zero-point energy included. A temperature-independent negative term from the rest of the crystal favours polarization. Fixing it so that \(a(T_c)=0\) gives

\[
a(T)=a_0[\tau(T)-\tau(T_c)] .
\]

For \(T\gg\theta\), the expansion \(\coth x\approx1/x+x/3\) gives \(\tau\approx T+\theta^2/(3T)\). The leading term is classical equipartition, and it yields the linear law. The slope is

\[
\tau'=\theta\left(-\frac{1}{\sinh^2(\theta/T)}\right)\left(-\frac{\theta}{T^2}\right)
=\frac{(\theta/T)^2}{\sinh^2(\theta/T)} ,
\]

which is the Einstein heat capacity per mode in units of \(k\). In this model a linear Landau coefficient is therefore the Dulong–Petit law in another form, and carrying it to \(T=0\) repeats the classical error about heat capacities. For \(T\ll\theta\), \(\sinh x\approx e^x/2\) gives

\[
\tau'\approx4(\theta/T)^2e^{-2\theta/T}\to0 .
\]

With \(b>0\), \(c=0\) and \(E=0\), the corrected results are

\[
P_s^2=\frac{a_0[\tau(T_c)-\tau(T)]}{b},\qquad p=-\frac{a_0\tau'(T)}{2bP_s}.
\]

## Acoustic modes change the approach to zero

The exponential law belongs to modes with a single nonzero frequency. Acoustic modes extend to zero frequency. Suppose they carry a share \(r\) of \(a_0\), with the same \(\gamma\) for each mode and a Debye spectrum of Debye temperature \(\theta_D\). Their normalized density of frequencies is \(3\omega^2/\omega_D^3\), where \(\hbar\omega_D=k\theta_D\). Averaging the Einstein heat capacity with \(x=\hbar\omega/(kT)\) gives, at low temperature,

\[
\tau'_D=3\left(\frac{T}{\theta_D}\right)^3\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx
=\frac{4\pi^4}{5}\left(\frac{T}{\theta_D}\right)^3 ,
\]

because the integral equals \(4\pi^4/15\). The total slope is \(a'=a_0[(1-r)\tau'+r\tau'_D]\). Thus \(p\) vanishes as \(T^3\). The size and sign of the \(T^3\) term rest on the assumed acoustic coupling: if polarization softened the acoustic modes instead, \(p\) would still vanish as \(T^3\) but would change sign at low temperature. The third law is satisfied either way; the coth form is one sufficient description, not a unique one.

## The size of the error

Take rough parameters in the regime of lithium tantalate, a pyroelectric detector material: Curie constant \(C=1.6\times10^5\) K, \(T_c=900\) K, \(\theta=150\) K and \(b=2.1\times10^9\) V m⁵/C³, with \(c=0\). Then \(a_0=1/(\varepsilon_0C)=7.059\times10^5\) V m/(C K). The linear law gives

\[
P_s(0)=\sqrt{\frac{(7.059\times10^5)(900)}{2.1\times10^9}}\ \mathrm{C/m^2}
=55.0\ \mathrm{\mu C/cm^2}.
\]

Since \(p(0)=-P_s(0)/(2T_c)\),

\[
p(0)=-\frac{55.0\ \mathrm{\mu C/cm^2}}{1800\ \mathrm K}
=-30.6\ \mathrm{nC/(cm^2\,K)},
\]

or \(-306\) µC/(m² K). The required value is zero.

With saturation, holding \(a_0\), \(b\) and \(T_c\) fixed, \(\tau(T_c)=908.3\) K and \(\tau(0)=150\) K. The difference, 758.3 K, replaces 900 K and gives \(P_s(0)=50.5\) µC/cm². For the acoustic column below, \(\theta_D=200\) K and \(r=3/30\), the share of acoustic branches in a ten-atom cell. Its Debye integrals were evaluated numerically. Entries are \(p\) in nC/(cm² K).

| \(T\) (K) | Linear | Saturated | With acoustic modes |
|---:|---:|---:|---:|
| 10 | −30.7 | −3×10⁻⁹ | −0.032 |
| 20 | −30.9 | −0.0023 | −0.25 |
| 50 | −31.4 | −3.0 | −4.35 |
| 100 | −32.4 | −16.7 | −17.8 |
| 300 | −37.4 | −34.9 | −35.1 |
| 600 | −52.9 | −52.2 | −52.3 |

At 300 K the linear law overstates \(|p|\) by 7% relative to the saturated law, so for these parameters it is still a fair approximation at room temperature. The figure is sensitive to \(\theta\). The value 150 K corresponds to 209 cm⁻¹; if the coupled modes lie higher, the overstatement grows to 21% for \(\theta=250\) K and 31% for \(\theta=300\) K. The slope \(a'\) has dropped to 90% of \(a_0\) at 265 K and to half at 101 K. Below 43 K the acoustic part of the slope exceeds the optical part, so the tiny saturated values at 10 and 20 K should not be read as predictions for a crystal.

## An impossible refrigerator

The entropy makes the contradiction concrete. At the minimum \(\partial f/\partial P=0\), so only the explicit temperature dependence contributes to \(-\partial G/\partial T\):

\[
S=-g_0'-\tfrac12a'P^2 .
\]

Applying a field parallel to \(P_s\) at constant temperature therefore lowers the entropy by

\[
\Delta S=\tfrac12a'\,[P(E)^2-P_s^2] .
\]

Under the linear law this drop survives at \(T=0\). Adding a constant to the entropy cannot remove it, because it is a difference between two fields.

Let the zero-field entropy of the crystal be that of its acoustic modes, three per cell of two formula units, each formula unit occupying 0.053 nm³. At low temperature it is proportional to \(T^3\). This choice lets \(g_0\) absorb the term \(a_0^2T/(2b)\) that the linear law itself adds to the zero-field entropy through \(P_s^2(T)\). That term is 1.6 mJ/(cm³ K) at 13.4 K. Keeping it lowers the starting temperature found below to about 11 K and leaves the argument unchanged. For \(E=0.10\) MV/cm, a numerical root search finds that the linear-law drop, 3.035 mJ/(cm³ K), equals the whole zero-field entropy at 13.4 K. This temperature is nearly proportional to \(\theta_D\): rough elastic constants of lithium tantalate give \(\theta_D\approx240\) K, which would move it to about 16 K. Apply the field at that temperature, then remove it adiabatically: the final state has zero entropy, hence zero temperature. One finite step would reach absolute zero. Started slightly colder, the step would require a final state of negative entropy.

With the slope that includes acoustic modes, the drop at the same temperature and field is 0.0076 mJ/(cm³ K). Because \(S\propto T^3\), the heat capacity is \(TS'=3S\), and the cooling is about

\[
\Delta T\approx\frac{T\,\Delta S}{3S}
=\frac{13.4\times0.0076}{3\times3.035}\ \mathrm K
\approx 11\ \mathrm{mK}.
\]

The refrigerator still works, but weakly.

## The model beside the real crystal

Lithium tantalate has a transition temperature near the chosen one and a room-temperature polarization of roughly 50 µC/cm², near the model's 44 µC/cm² at 300 K. Its room-temperature pyroelectric coefficient is roughly 20 nC/(cm² K) in magnitude, so the model's 35 is high by nearly a factor of two. The truncation of the mode energy at \(P^2\) matters little if the coupling is spread over many modes: at low temperature \(\gamma P_s^2=0.046\) if all 15 modes per formula unit share the coupling equally, and minimizing the untruncated mode energy numerically changes \(p\) at 300 K from −34.9 to −33.9 nC/(cm² K), or 3%. At 10 to 50 K the untruncated energy lowers the magnitudes in the acoustic column by about 10%. If the same \(a_0\) comes from fewer modes, the truncation matters much more. With three coupled modes per formula unit the untruncated energy gives −29.6 nC/(cm² K) at 300 K, and with one (\(\gamma P_s^2=0.72\) at low temperature) it gives −20.6. A sixth-order energy can shift \(p\) as much: with \(b=0\) and \(c\) fixed by \(P_s=50\) µC/cm² at 300 K, \(p=-19.7\). The model does not decide between these causes. Its relative permittivity at 300 K, about 137 against a measured value of roughly 43, shows that the coefficients are only rough. A detector element bonded to a substrate also breaks the constant-stress assumption, an effect not calculated here. The field of 0.10 MV/cm is one third of an assumed rough breakdown field of 0.30 MV/cm. None of these uncertainties rescues the linear law at \(T=0\): whatever the finite, nonzero size of \(P\chi\), the third law requires \(a'\) to vanish there.
